# When a planar silicon layer buckles: bare stiffness against pi–sigma softening: a numerical check

```python
"""
Buckling of a planar honeycomb silicon layer: pi-sigma vibronic softening.

Result under test: for a stress-free planar layer the energy per two-atom cell
is E(x) = E(0) + K x^2/2 + ..., x = (sublattice height difference)/(bond length),
    K  = K0 - S
    K0 = 12 [ W (P_zz - P_LL) - Vsp P_sL ],   W = Vpp_sigma - Vpp_pi
    S  = 4 < sum_(occ n, unocc m) |<m|H1|n>|^2 / (e_m - e_n) >_k
and the plane is unstable to uniform buckling when S > K0.
P: spin-summed bond orders between sublattices A and B; L: p orbital along bond.
H1: first derivative of the Hamiltonian with respect to x.
Orbital order on each atom: s, px, py, pz. Energies in eV.
Lengths inside the program are in units of the planar bond length BOND_NM.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Round model parameters in the rough range used for silicon
BOND_NM = 0.225
SP_SPLITTING = 6.0
V_SS, V_SP, V_PPS, V_PPP = -2.2, 2.6, 2.6, -1.0
SILICON_MASS_U = 28.085
W = V_PPS - V_PPP

ONSITE = np.diag([-SP_SPLITTING, 0, 0, 0] * 2).astype(complex)
ANGLES = np.pi / 2 + 2 * np.pi * np.arange(3) / 3
BONDS = np.column_stack([np.cos(ANGLES), np.sin(ANGLES)])


def make_phases(n):
    """Bloch phases of the three bonds; n not a multiple of 3 avoids K points."""
    k1, k2 = np.meshgrid(np.arange(n) / n, np.arange(n) / n)
    k1, k2 = k1.ravel(), k2.ravel()
    return np.column_stack([np.ones(n * n), np.exp(-2j * np.pi * k1),
                            np.exp(-2j * np.pi * k2)])


PHASES = make_phases(20)


def assemble(blocks, phases=PHASES):
    """Inter-sublattice part of the Bloch Hamiltonian."""
    t_ab = np.einsum('kj,jab->kab', phases, blocks)
    h = np.zeros((len(phases), 8, 8), complex)
    h[:, :4, 4:] = t_ab
    h[:, 4:, :4] = np.conj(np.swapaxes(t_ab, 1, 2))
    return h


# ---------- road 1: full two-centre Hamiltonian at finite geometry ----------
def full_blocks(b, u, scale=1.0, mixing=True):
    """Hoppings for in-plane distance b and height difference u."""
    blocks = np.zeros((3, 4, 4))
    for j, e in enumerate(BONDS):
        vec = np.array([b * e[0], b * e[1], u])
        r = np.linalg.norm(vec)
        c = vec / r
        blocks[j, 0, 0] = V_SS
        blocks[j, 0, 1:] = V_SP * c
        blocks[j, 1:, 0] = -V_SP * c
        blocks[j, 1:, 1:] = (V_PPS * np.outer(c, c)
                             + V_PPP * (np.eye(3) - np.outer(c, c)))
        blocks[j] *= scale / r**2
    if not mixing:
        blocks[:, :3, 3] = 0
        blocks[:, 3, :3] = 0
    return blocks


def levels(b, u, scale=1.0, mixing=True, overlap=0.0):
    hop = assemble(full_blocks(b, u, scale, mixing))
    h = hop + ONSITE
    if overlap:
        low = np.linalg.cholesky(np.eye(8) - overlap * hop)
        inv = np.linalg.inv(low)
        h = inv @ h @ np.conj(np.swapaxes(inv, 1, 2))
    return np.linalg.eigvalsh(h)


def band_energy(b, u, **options):
    return 2 * levels(b, u, **options)[:, :4].sum(axis=1).mean()


def slope(f, at, h=1e-3):
    return (8 * (f(at + h) - f(at - h)) - (f(at + 2*h) - f(at - 2*h))) / (12*h)


def make_total(power, **options):
    """Total energy with repulsion A/r^power, A set by zero stress at b = 1."""
    amp = slope(lambda b: band_energy(b, 0.0, **options), 1.0) / (3 * power)
    return lambda b, u: (band_energy(b, u, **options)
                         + 3 * amp * (b*b + u*u)**(-power / 2))


def curvature(f, h=0.005):
    """Second derivative at zero of an even function."""
    d1 = 2 * (f(h) - f(0.0)) / h**2
    d2 = 2 * (f(2*h) - f(0.0)) / (2*h)**2
    return (4 * d1 - d2) / 3


# ---------- road 2: derived expansion and second-order formula ----------
def expansion(scale=1.0, phases=PHASES):
    h0, h1, h2 = (np.zeros((3, 4, 4)) for _ in range(3))
    for j, e in enumerate(BONDS):
        ee = np.outer(e, e)
        h0[j, 0, 0] = V_SS
        h0[j, 0, 1:3], h0[j, 1:3, 0] = V_SP * e, -V_SP * e
        h0[j, 1:3, 1:3] = W * ee + V_PPP * np.eye(2)
        h0[j, 3, 3] = V_PPP
        h1[j, 0, 3], h1[j, 3, 0] = V_SP, -V_SP
        h1[j, 1:3, 3] = h1[j, 3, 1:3] = W * e
        h2[j, 3, 3] = 2 * W
        h2[j, 1:3, 1:3] = -2 * W * ee
        h2[j, 0, 1:3], h2[j, 1:3, 0] = -V_SP * e, V_SP * e
    return (assemble(scale * h0, phases) + ONSITE,
            assemble(scale * h1, phases), assemble(scale * h2, phases))


def stiffness_parts(h0, h1, h2):
    """Bare stiffness, softening, softening per pair, levels and states."""
    e, c = np.linalg.eigh(h0)
    occ, emp = c[:, :, :4], c[:, :, 4:]
    bare = 2 * np.einsum('kan,kab,kbn->k', occ.conj(), h2, occ).real.mean()
    m = np.conj(np.swapaxes(emp, 1, 2)) @ h1 @ occ
    pairs = 4 * abs(m)**2 / (e[:, 4:, None] - e[:, None, :4])
    return bare, pairs.sum(axis=(1, 2)).mean(), pairs, e, c


def net_stiffness(scale=1.0, phases=PHASES):
    parts = stiffness_parts(*expansion(scale, phases))
    return parts[0] - parts[1]


h0, h1, h2 = expansion()
bare, soft, pairs, e, c = stiffness_parts(h0, h1, h2)
K = bare - soft

# Planar states are purely pi or purely sigma, and the filling is unambiguous
pi_weight = abs(c[:, 3, :])**2 + abs(c[:, 7, :])**2
assert np.max(pi_weight * (1 - pi_weight)) < 1e-8
assert e[:, :4].max() < e[:, 4:].min()
is_pi = pi_weight > 0.5
occ_pi, emp_pi = is_pi[:, None, :4], is_pi[:, 4:, None]
pi_to_sigma = (pairs * (occ_pi & ~emp_pi)).sum(axis=(1, 2)).mean()
sigma_to_pi = (pairs * (~occ_pi & emp_pi)).sum(axis=(1, 2)).mean()
assert abs(pi_to_sigma + sigma_to_pi - soft) < 1e-8
sigma_top = e[:, :4][~is_pi[:, :4]].max()
sigma_star = e[:, 4:][~is_pi[:, 4:]].min()
pi_bottom = e[:, :4][is_pi[:, :4]].min()

# Bond-order formula for the bare stiffness (first bond lies along y)
density = 2 * np.einsum('kan,kbn->ab', c[:, :4, :4].conj(),
                        c[:, 4:, :4]).real / len(PHASES)
p_zz, p_ll, p_sl = density[3, 3], density[2, 2], density[0, 2]
assert abs(12 * (W * (p_zz - p_ll) - V_SP * p_sl) - bare) < 1e-7

# Finite-height total energies with two different repulsions
total = make_total(4)
K_fd4 = curvature(lambda u: total(1.0, u))
total6 = make_total(6)
K_fd6 = curvature(lambda u: total6(1.0, u))
assert abs(K_fd4 - K) < 5e-3 and abs(K_fd6 - K) < 5e-3
assert abs(total(1.0, 0.1) - total(1.0, -0.1)) < 1e-9

# With pi-sigma mixing removed only the positive bare stiffness remains
unmixed = make_total(4, mixing=False)
K_unmixed = curvature(lambda u: unmixed(1.0, u))
assert abs(K_unmixed - bare) < 5e-3 and bare > 0

# Orbitals that rotate with the height: parts change, the sum does not
G = np.zeros((8, 8))
G[0, 3], G[3, 0], G[4, 7], G[7, 4] = 0.5, -0.5, -0.5, 0.5


def comm(a):
    return a @ G - G @ a


bare_rot, soft_rot = stiffness_parts(
    h0, h1 + comm(h0), h2 + 2 * comm(h1) + comm(comm(h0)))[:2]
assert abs(bare_rot - soft_rot - K) < 1e-7
assert abs(bare_rot - bare) > 1e-2

# Convergence with the k mesh
K_fine = net_stiffness(phases=make_phases(40))
assert abs(K_fine - K) < 0.02 * bare

# Stress term: layer stretched by 3 percent
b_s = 1.03
stress_term = slope(lambda b: total(b, 0.0), b_s) / b_s
K_strain = net_stiffness(scale=b_s**-2) / b_s**2 + stress_term
assert abs(K_strain - curvature(lambda u: total(b_s, u))) < 5e-3


# In-plane relaxation lowers the energy only from fourth order on
def relax(u, tol=1e-5):
    return minimize_scalar(lambda b: total(b, u), bounds=(0.7, 1.2),
                           method='bounded', options={'xatol': tol})


gain = [total(1.0, u) - relax(u, 1e-9).fun for u in (0.02, 0.04)]
relax_ratio = gain[1] / gain[0]
assert abs(relax_ratio - 16) < 1.5

# Threshold when all hoppings are scaled by a common factor
assert K < 0 < net_stiffness(6.0)
t_c = brentq(net_stiffness, 1.0, 6.0, xtol=1e-8)
for factor, sign in ((0.95, -1), (1.05, 1)):
    near = make_total(4, scale=factor * t_c)
    assert sign * curvature(lambda u: near(1.0, u)) > 0
strong = stiffness_parts(*expansion(2.5))[:2]

# Relaxed energy against height
planar = total(1.0, 0.0)
assert relax(0.05).fun < planar
scan = []
for u in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.7):
    fit = relax(u)
    scan.append((u, fit.x, (fit.fun - planar) / 2))
well = minimize_scalar(lambda u: relax(u).fun, bounds=(0.0, 0.7),
                       method='bounded', options={'xatol': 1e-4})
b_well = relax(well.x).x
depth = (planar - well.fun) / 2
e_well = levels(b_well, well.x)
gap_well = e_well[:, 4:].min() - e_well[:, :4].max()

# Sizes of neglected effects
OVERLAP = 0.04
with_overlap = make_total(4, overlap=OVERLAP)
K_overlap = curvature(lambda u: with_overlap(1.0, u))
kT = const.k * 300 / const.e


def thermal_correction(u):
    """Electronic free energy at 300 K minus zero-temperature band energy."""
    ev = levels(1.0, u)
    mu = brentq(lambda m: 2 * expit((m - ev) / kT).sum(axis=1).mean() - 8,
                -3, 3, xtol=1e-13)
    free = 8 * mu - 2 * kT * np.logaddexp(0, (mu - ev) / kT).sum(axis=1).mean()
    return free - 2 * ev[:, :4].sum(axis=1).mean()


K_thermal = curvature(thermal_correction, h=0.01)
k_si = abs(K) * const.e / (BOND_NM * 1e-9)**2
omega = np.sqrt(k_si / (SILICON_MASS_U * const.atomic_mass / 2))
quantum_mev = 1e3 * const.hbar * omega / const.e

print(f"bond length {BOND_NM} nm; s-p splitting {SP_SPLITTING} eV")
print(f"Vss {V_SS}, Vsp {V_SP}, Vpp_sigma {V_PPS}, Vpp_pi {V_PPP} eV")
print(f"W = {W:.2f} eV; k mesh 20 x 20")
print("Band edges relative to the Dirac energy:")
print(f"  top of filled sigma {sigma_top:.3f} eV")
print(f"  bottom of empty sigma* {sigma_star:.3f} eV")
print(f"  bottom of filled pi {pi_bottom:.3f} eV")
print(f"bond orders P_zz {p_zz:.4f}, P_LL {p_ll:.4f}, P_sL {p_sl:.4f}")
print("Stiffness per cell, for x = height/bond length:")
print(f"  bare K0 {bare:.3f} eV")
print(f"  pi->sigma* softening {pi_to_sigma:.3f} eV")
print(f"  sigma->pi* softening {sigma_to_pi:.3f} eV")
print(f"  total softening S {soft:.3f} eV")
print(f"  ratio S/K0 {soft / bare:.4f}")
print(f"  net K = K0 - S {K:.3f} eV")
print(f"  net K, 40 x 40 mesh {K_fine:.3f} eV")
print(f"  K from energies, r^-4 repulsion {K_fd4:.3f} eV")
print(f"  K from energies, r^-6 repulsion {K_fd6:.3f} eV")
print(f"  K from energies, mixing removed {K_unmixed:.3f} eV")
print(f"net K in engineering units {K / BOND_NM**2:.1f} eV/nm^2")
print("Orbitals rotating by 0.5 x rad (s with pz):")
print(f"  K0 {bare_rot:.3f}, S {soft_rot:.3f}, K {bare_rot - soft_rot:.3f} eV")
print(f"relaxation gain ratio on doubling height {relax_ratio:.3f}")
print(f"critical hopping factor t_c {t_c:.4f}")
print(f"  bond length equivalent to t_c {BOND_NM / np.sqrt(t_c):.4f} nm")
print(f"at t = 2.5: K0 {strong[0]:.2f}, S {strong[1]:.2f} eV, "
      f"S/K0 {strong[0] and strong[1] / strong[0]:.4f}")
print("Relaxed scan: height nm, in-plane distance nm, eV/atom")
for u, b, de in scan:
    print(f"  {u * BOND_NM:.4f}  {b * BOND_NM:.4f}  {de:+.4f}")
print(f"lowest point found: height {well.x * BOND_NM:.4f} nm")
print(f"  in-plane distance {b_well * BOND_NM:.4f} nm")
print(f"  bond length {np.hypot(b_well, well.x) * BOND_NM:.4f} nm")
print(f"  depth below plane {depth:.4f} eV/atom")
print(f"  empty minus filled band edge on mesh {gap_well:.3f} eV")
print("Neglected effects:")
print(f"  trial overlap {OVERLAP} per eV (s-s {-OVERLAP * V_SS:.3f}): "
      f"K {K_overlap:.3f} eV")
print(f"  3% strain: stress term {stress_term:.3f} eV, K {K_strain:.3f} eV")
print(f"  300 K electrons: change of K {K_thermal:.4f} eV")
print(f"  thermal energy at 300 K {1e3 * kT:.2f} meV")
print(f"  mode scale hbar*sqrt(|K|/mass) {quantum_mev:.2f} meV")
print(f"  half of it / well depth per cell "
      f"{quantum_mev / 2000 / (2 * depth):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
bond length 0.225 nm; s-p splitting 6.0 eV
Vss -2.2, Vsp 2.6, Vpp_sigma 2.6, Vpp_pi -1.0 eV
W = 3.60 eV; k mesh 20 x 20
Band edges relative to the Dirac energy:
  top of filled sigma -2.400 eV
  bottom of empty sigma* 0.600 eV
  bottom of filled pi -3.000 eV
bond orders P_zz 0.5249, P_LL -0.6119, P_sL -0.4474
Stiffness per cell, for x = height/bond length:
  bare K0 63.070 eV
  pi->sigma* softening 59.132 eV
  sigma->pi* softening 11.392 eV
  total softening S 70.523 eV
  ratio S/K0 1.1182
  net K = K0 - S -7.454 eV
  net K, 40 x 40 mesh -7.453 eV
  K from energies, r^-4 repulsion -7.454 eV
  K from energies, r^-6 repulsion -7.454 eV
  K from energies, mixing removed 63.070 eV
net K in engineering units -147.2 eV/nm^2
Orbitals rotating by 0.5 x rad (s with pz):
  K0 119.927, S 127.381, K -7.454 eV
relaxation gain ratio on doubling height 15.979
critical hopping factor t_c 1.1801
  bond length equivalent to t_c 0.2071 nm
at t = 2.5: K0 162.52, S 126.92 eV, S/K0 0.7809
Relaxed scan: height nm, in-plane distance nm, eV/atom
  0.0225  0.2247  -0.0151
  0.0450  0.2239  -0.0274
  0.0675  0.2228  +0.0224
  0.0900  0.2220  +0.1690
  0.1125  0.2222  +0.4111
  0.1350  0.2237  +0.7211
  0.1575  0.2263  +1.0587
lowest point found: height 0.0413 nm
  in-plane distance 0.2240 nm
  bond length 0.2278 nm
  depth below plane 0.0282 eV/atom
  empty minus filled band edge on mesh 0.336 eV
Neglected effects:
  trial overlap 0.04 per eV (s-s 0.088): K -12.284 eV
  3% strain: stress term 2.592 eV, K -7.013 eV
  300 K electrons: change of K -0.0000 eV
  thermal energy at 300 K 25.85 meV
  mode scale hbar*sqrt(|K|/mass) 20.94 meV
  half of it / well depth per cell 0.1853
ALL CHECKS PASSED
```
